# How a four-electron repulsion turns bonding at a metal: verification in Python

```python
"""Result under test: two filled orbitals a (adsorbate) and b (surface site)
repel, with negative overlap population (OP), until their antibonding level
passes the Fermi level of a metal chain; its electrons then enter the chain
and OP becomes positive.  Extended-Hueckel chain: a - b - 1 - 2 - ... - N.
S: overlap a-b; t: overlap b-1; s: overlap between metal neighbours.
H_ij = K*S_ij*(e_i+e_j)/2.  OP = 2*S*sum_i n_i*c_ai*c_bi.
Half-filled chain: E_F = e_s.  Energies in eV, overlaps dimensionless."""
import cmath
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import expit

K, E_A, E_B, E_S = 1.75, -10.0, -9.0, -8.0
S_METAL, T_LINK = 0.20, 0.04
E_F = E_S
E_MEAN = 0.5 * (E_A + E_B)
N_SITES, KT = 800, 0.006


def pair(S, ea=E_A, eb=E_B):
    """Levels, per-electron OP and coefficients of the isolated pair."""
    h = K * S * (ea + eb) / 2
    e, c = eigh([[ea, h], [h, eb]], [[1, S], [S, 1]])
    return e, 2 * S * c[0] * c[1], c


def matrices(n, S, t):
    """Hamiltonian and overlap matrix of a - b - 1 - ... - n."""
    e = np.array([E_A, E_B] + [E_S] * n)
    off = np.array([S, t] + [S_METAL] * (n - 1))
    overlap = np.eye(n + 2) + np.diag(off, 1) + np.diag(off, -1)
    ham = K * overlap * (e[:, None] + e[None, :]) / 2
    np.fill_diagonal(ham, e)
    return ham, overlap


def grand(e, kt):
    """Grand potential with two electrons per level."""
    return -2 * kt * np.sum(np.logaddexp(0, -(e - E_F) / kt))


def slope(e, c, kt):
    """Derivative of the grand potential with respect to S."""
    return np.sum(4 * expit(-(e - E_F) / kt) * c[0] * c[1]
                  * (K * E_MEAN - e))


def chain_end(z, es):
    """End-site Green function of the semi-infinite metal chain."""
    x, u = z - es, K * S_METAL * es - z * S_METAL
    r = cmath.sqrt(x * x - 4 * u * u)
    return min((x - r) / (2 * u * u), (x + r) / (2 * u * u), key=abs)


def green(z, S, t, es=E_S):
    """G_ab, G_aa and the determinant D after eliminating the chain."""
    w = K * t * (E_B + es) / 2 - z * t
    b_part = z - E_B - w * w * chain_end(z, es)
    v = K * S * E_MEAN - z * S
    d = (z - E_A) * b_part - v * v
    return v / d, b_part / d, d


def op_semi(S, t=T_LINK, es=E_S, mu=None):
    """OP of the a-b bond on the semi-infinite chain, zero temperature."""
    mu = es if mu is None else mu
    q = (1 - np.sqrt(1 - 4 * S_METAL**2)) / (2 * S_METAL**2)
    inverse_ab = -S / (1 - t * t * q - S * S)

    def f(y):
        return green(mu + 1j * y, S, t, es)[0].real
    total = (quad(f, 0, 0.1, limit=300)[0] + quad(f, 0.1, 2, limit=300)[0]
             + quad(f, 2, np.inf, limit=300)[0])
    return 2 * S * (inverse_ab + 2 / np.pi * total)


# Closed forms for the isolated pair
root = np.sqrt((E_F - E_A) * (E_F - E_B))
S_C = root / (E_F - K * E_MEAN)
S_0 = root / ((2 - K) * E_MEAN - E_F)
assert 0 < S_C < S_0 < 1
assert abs(pair(S_C)[0][1] - E_F) < 1e-10
assert abs(pair(S_0)[0][0] + E_F - E_A - E_B) < 1e-10


def repulsion(S):
    return 4 * (K - 1) * abs(E_MEAN) * S * S / (1 - S * S)


def pair_energy(S):
    """Pair plus reservoir: the upper level is filled only below E_F."""
    e = pair(S)[0]
    return 2 * (e[0] + min(e[1], E_F) - E_A - E_B)


for S in (0.05, 0.15, 0.30):
    e, op, c = pair(S)
    assert abs(2 * op.sum() + 4 * S * S / (1 - S * S)) < 1e-12
    assert abs(2 * e.sum() - 2 * (E_A + E_B) - repulsion(S)) < 1e-10
    assert op[0] > 0 > op[1]
    step = 1e-5
    numeric = (pair(S + step)[0] - pair(S - step)[0]) / (2 * step)
    assert np.allclose(numeric, 2 * c[0] * c[1] * (K * E_MEAN - e), atol=1e-6)
    assert numeric[0] < 0 < numeric[1]
grid = np.linspace(0.01, 0.40, 3901)
peak_S = grid[np.argmax([pair_energy(S) for S in grid])]
assert abs(peak_S - S_C) < 2e-4

# Orbitals too far apart in energy: the sign rule must fail
wide_a, wide_b = -20.0, -2.0
assert K * (wide_a + wide_b) / 2 > wide_a
op_wide = pair(0.10, wide_a, wide_b)[1][0]
assert op_wide < 0

# Bare metal chain: half filling and band edges
ham, ovl = matrices(N_SITES, 0.0, 0.0)
bare = eigh(ham[2:, 2:], ovl[2:, 2:], eigvals_only=True)
beta = K * S_METAL * E_S
band = [(E_S + 2 * beta) / (1 + 2 * S_METAL),
        (E_S - 2 * beta) / (1 - 2 * S_METAL)]
assert np.sum(bare < E_F) == N_SITES // 2
assert np.allclose([bare[0], bare[-1]], band, atol=1e-3)

# Even finite chains: one level is exactly at E_F when S = S_C, for any t
for n in (6, 40):
    for t in (0.04, 0.15):
        e = eigh(*matrices(n, S_C, t), eigvals_only=True)
        assert np.min(abs(e - E_F)) < 1e-9
        below = [np.sum(eigh(*matrices(n, S_C + d, t), eigvals_only=True)
                        < E_F) for d in (-0.01, 0.01)]
        assert below == [n // 2 + 2, n // 2 + 1]

# Energy slope from coefficients against finite differences
for S in (0.10, 0.25):
    e, c = eigh(*matrices(100, S, T_LINK))
    om = [grand(eigh(*matrices(100, S + d, T_LINK), eigvals_only=True), 0.05)
          for d in (-1e-4, 1e-4)]
    assert abs((om[1] - om[0]) / 2e-4 - slope(e, c, 0.05)) < 1e-3

# Width of the antibonding resonance at the crossing
w_f = K * T_LINK * (E_B + E_S) / 2 - E_F * T_LINK
gamma_b = w_f**2 / abs(beta - E_F * S_METAL)
c_cross = pair(S_C)[2][:, 1]
gamma = c_cross[1]**2 * gamma_b
spec = [-green(E_F + d + 1e-9j, S_C, T_LINK)[1].imag
        for d in (-gamma, 0, gamma)]
half_ratio = (spec[0] + spec[2]) / (2 * spec[1])
assert abs(half_ratio - 0.5) < 0.05

# Semi-infinite formulas against the long finite chain.  Smearing removes
# level discreteness; its own error is of order KT squared.
e_ref = eigh(*matrices(N_SITES, 0.0, T_LINK), eigvals_only=True)
rows = []
for S in (0.05, 0.10, 0.15, S_C, 0.20, 0.25, 0.30):
    e, c = eigh(*matrices(N_SITES, S, T_LINK))
    occ = 2 * expit(-(e - E_F) / KT)
    op_finite = 2 * S * np.sum(occ * c[0] * c[1])
    op_chain = op_semi(S)
    assert abs(op_finite - op_chain) < 3e-3
    added = occ.sum() - 2 * expit(-(bare - E_F) / KT).sum()
    phase = cmath.phase(green(E_F + 1e-9j, S, T_LINK)[2])
    added_formula = 4 - 2 * phase / np.pi
    assert abs(added - added_formula) < 5e-3
    energy = grand(e, KT) - grand(e_ref, KT)
    m = (N_SITES + 4) // 2
    fixed_number = 2 * (e[:m].sum() - e_ref[:m].sum())
    assert abs(fixed_number - energy) < 0.03
    rows.append((S, op_chain, added_formula, energy, slope(e, c, KT)))
assert all(r[1] < 0 for r in rows[:3]) and all(r[1] > 0 for r in rows[4:])
assert abs(rows[3][2] - 3) < 1e-5
assert rows[1][4] > 0 > rows[5][4]
assert rows[3][3] > 0 > rows[6][3]

# Zero of OP approaches S_C as the link to the metal weakens
zero_full = brentq(lambda S: op_semi(S), 0.12, 0.20, xtol=1e-8)
zero_half = brentq(lambda S: op_semi(S, T_LINK / 2), 0.12, 0.20, xtol=1e-8)
assert abs(zero_half - S_C) < 0.5 * abs(zero_full - S_C)

# Controls at fixed S: refill the antibonding level in two ways
S_TEST, MU_HIGH, ES_HIGH = 0.25, -6.0, -6.0
op_normal = op_semi(S_TEST)
op_refilled = op_semi(S_TEST, mu=MU_HIGH)
op_metal = op_semi(S_TEST, es=ES_HIGH)
assert pair(S_TEST)[0][1] < min(MU_HIGH, ES_HIGH)
assert op_normal > 0 > max(op_refilled, op_metal)

print(f"e_a, e_b, e_s = {E_A:.1f}, {E_B:.1f}, {E_S:.1f} eV; K = {K:.2f}")
print(f"metal overlap s = {S_METAL:.2f}; link overlap t = {T_LINK:.2f}")
print(f"mean energy = {E_MEAN:.2f} eV; K*mean = {K * E_MEAN:.3f} eV")
print(f"metal beta = {beta:.2f} eV; E_F = {E_F:.2f} eV")
print(f"band edges = {band[0]:.3f}, {band[1]:.3f} eV")
print(f"crossing overlap S_c = {S_C:.4f}")
print(f"zero-energy overlap S_0 = {S_0:.4f}")
top = repulsion(S_C)
kj = top * constants.e * constants.N_A / 1000
print(f"pair energy maximum at S_c = {top:.3f} eV = {kj:.1f} kJ/mol")
op_c = pair(S_C)[1]
print(f"at S_c, OP per electron: lower {op_c[0]:.4f}, upper {op_c[1]:.4f}")
print(f"at S_c, pair OP: filled {2 * op_c.sum():.4f}, "
      f"emptied {2 * op_c[0]:.4f}")
print(f"width of b: Gamma = {gamma_b:.4f} eV")
print(f"at S_c, upper level: c_b^2 = {c_cross[1]**2:.4f}, "
      f"half-width = {gamma:.4f} eV")
print(f"spectral height at +-half-width / peak = {half_ratio:.3f}")
print("Isolated pair (energies in eV, OP in electrons)")
print("S       E_lower   E_upper   OP_4e    OP_emptied  dE_4e   dE_reservoir")
for r in rows:
    e, op, _ = pair(r[0])
    print(f"{r[0]:.4f}  {e[0]:8.3f}  {e[1]:8.3f}  {2 * op.sum():7.4f}  "
          f"{2 * op[0]:7.4f}  {repulsion(r[0]):7.3f}  {pair_energy(r[0]):7.3f}")
print("Chain (OP and added charge in electrons; energy and slope in eV)")
print("S       OP       added electrons  energy change  slope dE/dS")
for r in rows:
    print(f"{r[0]:.4f}  {r[1]:7.4f}  {r[2]:7.3f}  {r[3]:7.2f}  {r[4]:7.2f}")
print(f"OP zero on chain: S = {zero_full:.4f} for t = {T_LINK:.2f}")
print(f"OP zero on chain: S = {zero_half:.4f} for t = {T_LINK / 2:.2f}")
print(f"control S = {S_TEST:.2f}: OP at E_F = {op_normal:.4f}")
print(f"control: chemical potential {MU_HIGH:.1f} eV, OP = {op_refilled:.4f}")
print(f"control: metal with E_F = {ES_HIGH:.1f} eV, OP = {op_metal:.4f}")
print(f"sign-rule failure: e_a, e_b = {wide_a:.1f}, {wide_b:.1f} eV, "
      f"S = 0.10, lower OP = {op_wide:.5f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
e_a, e_b, e_s = -10.0, -9.0, -8.0 eV; K = 1.75
metal overlap s = 0.20; link overlap t = 0.04
mean energy = -9.50 eV; K*mean = -16.625 eV
metal beta = -2.80 eV; E_F = -8.00 eV
band edges = -9.714, -4.000 eV
crossing overlap S_c = 0.1640
zero-energy overlap S_0 = 0.2514
pair energy maximum at S_c = 0.787 eV = 76.0 kJ/mol
at S_c, OP per electron: lower 0.1276, upper -0.1829
at S_c, pair OP: filled -0.1105, emptied 0.2552
width of b: Gamma = 0.0630 eV
at S_c, upper level: c_b^2 = 0.7886, half-width = 0.0497 eV
spectral height at +-half-width / peak = 0.511
Isolated pair (energies in eV, OP in electrons)
S       E_lower   E_upper   OP_4e    OP_emptied  dE_4e   dE_reservoir
0.0500   -10.097    -8.867  -0.0100   0.0532    0.071    0.071
0.1000   -10.306    -8.550  -0.0404   0.1454    0.288    0.288
0.1500   -10.541    -8.131  -0.0921   0.2325    0.656    0.656
0.1640   -10.606    -8.000  -0.1105   0.2552    0.787    0.787
0.2000   -10.773    -7.633  -0.1667   0.3107    1.188    0.454
0.2500   -10.994    -7.056  -0.2667   0.3813    1.900    0.012
0.3000   -11.202    -6.389  -0.3956   0.4457    2.819   -0.404
Chain (OP and added charge in electrons; energy and slope in eV)
S       OP       added electrons  energy change  slope dE/dS
0.0500  -0.0094    3.956     0.07     2.76
0.1000  -0.0367    3.936     0.28     5.48
0.1500  -0.0574    3.765     0.60     6.89
0.1640   0.0713    3.000     0.67     0.18
0.2000   0.2938    2.082     0.43    -8.39
0.2500   0.3744    2.030     0.00    -8.36
0.3000   0.4414    2.017    -0.40    -7.94
OP zero on chain: S = 0.1603 for t = 0.04
OP zero on chain: S = 0.1630 for t = 0.02
control S = 0.25: OP at E_F = 0.3744
control: chemical potential -6.0 eV, OP = -0.2620
control: metal with E_F = -6.0 eV, OP = -0.2584
sign-rule failure: e_a, e_b = -20.0, -2.0 eV, S = 0.10, lower OP = -0.00083
ALL CHECKS PASSED
```
